# The Energy-Weighted Multipole Sum Rule and Its Quadrupole Form in Hydrogen

For $N$ nonrelativistic electrons of mass $m$ in a local potential, the energy-weighted strength of the $2^L$-pole operator, summed over its $2L+1$ components, is

$$\sum_{M=-L}^{L}\sum_n (E_n-E_0)\,|\langle n|Q_{M}|0\rangle|^2=\frac{L(2L+1)^2\hbar^2}{8\pi m}\,N\langle r^{2L-2}\rangle ,\tag{1}$$

$$Q_M=\sum_{i=1}^N f_M(\mathbf r_i),\qquad f_M(\mathbf r)=r^LY_{LM}(\theta,\varphi),\qquad L\ge 1 .\tag{2}$$

The left side involves all excited states. The right side needs one moment of the electron density in the state $|0\rangle$.

## Conventions and assumptions

The $Y_{LM}$ are orthonormal complex spherical harmonics with $Y_{LM}^*=(-1)^MY_{L,-M}$. The operator carries no charge; for electric multipole moments both sides are multiplied by $e^2$. The Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\sum_i\nabla_i^2+V(\mathbf r_1,\dots,\mathbf r_N),\tag{3}$$

where $V$ is a real function of the positions. It contains the attraction of fixed nuclei and the mutual repulsion of the electrons. The state $|0\rangle$ is a normalized bound eigenstate that falls off fast enough for the moments below to be finite. The sum over $n$ includes an integral over the continuum. The mean is taken per electron, $N\langle r^{2L-2}\rangle=\langle 0|\sum_i r_i^{2L-2}|0\rangle$.

## From the sum to a double commutator

Let $F$ be any function of the positions, possibly complex. Since $H|0\rangle=E_0|0\rangle$, expanding the double commutator gives

$$\langle 0|[F^\dagger,[H,F]]|0\rangle=\langle F^\dagger HF-F^\dagger FH-HFF^\dagger+FHF^\dagger\rangle$$
$$=\langle 0|F^\dagger(H-E_0)F|0\rangle+\langle 0|F(H-E_0)F^\dagger|0\rangle .\tag{4}$$

Inserting the complete set of eigenstates of $H$ in both terms yields

$$\langle 0|[F^\dagger,[H,F]]|0\rangle=\sum_n(E_n-E_0)\left(|\langle n|F|0\rangle|^2+|\langle n|F^\dagger|0\rangle|^2\right).\tag{5}$$

For $F=Q_M$ we have $Q_M^\dagger=(-1)^MQ_{-M}$. The second term in (5) is therefore the first with $M$ replaced by $-M$, and after summation over $M$ the two are equal. With $S_L$ for the left side of (1),

$$S_L=\frac12\sum_M\langle 0|[Q_M^\dagger,[H,Q_M]]|0\rangle .\tag{6}$$

The potential commutes with $F$. Acting on a wavefunction $\psi$, the kinetic energy gives

$$[H,F]\psi=-\frac{\hbar^2}{2m}\sum_i\left\{\nabla_i^2(F\psi)-F\nabla_i^2\psi\right\}=-\frac{\hbar^2}{2m}\sum_i\left\{(\nabla_i^2F)\psi+2\nabla_iF\cdot\nabla_i\psi\right\}.\tag{7}$$

In the second commutator the term with $\nabla_i^2F$ drops out, because it is a function of position. The gradient term gives

$$[F^*,\nabla_iF\cdot\nabla_i]\psi=F^*\nabla_iF\cdot\nabla_i\psi-\nabla_iF\cdot\nabla_i(F^*\psi)=-|\nabla_iF|^2\psi .\tag{8}$$

The two minus signs cancel, so that

$$[F^\dagger,[H,F]]=\frac{\hbar^2}{m}\sum_i|\nabla_iF|^2 .\tag{9}$$

For $F=Q_M$ the gradient with respect to $\mathbf r_i$ acts on the $i$th term alone, $\nabla_iQ_M=\nabla_if_M(\mathbf r_i)$, and no products of different electrons arise. Equations (6) and (9) give

$$S_L=\frac{\hbar^2}{2m}\Big\langle 0\Big|\sum_i\sum_M|\nabla_if_M(\mathbf r_i)|^2\Big|0\Big\rangle .\tag{10}$$

The repulsion between electrons has disappeared from the operator. It still acts through the state in which the mean is taken.

## The sum over gradients

Each $f_M$ is a solution of Laplace's equation, so

$$\nabla^2|f_M|^2=f_M^*\nabla^2f_M+f_M\nabla^2f_M^*+2|\nabla f_M|^2=2|\nabla f_M|^2 .\tag{11}$$

The addition theorem at coincident directions gives $\sum_M|f_M|^2=(2L+1)r^{2L}/4\pi$. For a power of $r$, $\nabla^2r^p=p(p+1)r^{p-2}$. With $p=2L$,

$$\sum_M|\nabla f_M|^2=\frac12\,\frac{2L+1}{4\pi}\,2L(2L+1)\,r^{2L-2}=\frac{L(2L+1)^2}{4\pi}\,r^{2L-2}.\tag{12}$$

Substitution in (10) proves (1).

For $L=1$ the moment is $\langle r^0\rangle=1$. Since $\sum_M|\langle n|Q_M|0\rangle|^2=(3/4\pi)|\langle n|\sum_i\mathbf r_i|0\rangle|^2$, the rule becomes

$$\sum_n(E_n-E_0)\Big|\langle n|\sum_i\mathbf r_i|0\rangle\Big|^2=\frac{3\hbar^2N}{2m},\tag{13}$$

which is the Thomas–Reiche–Kuhn rule. Its right side does not depend on the state. For $L\ge2$ the density enters, with increasing weight on its outer part as $L$ grows.

## Where the conditions matter

**A single component.** For a spherical density one may average (11) over directions. The average of $|f_M|^2$ is $r^{2L}/4\pi$ for every $M$, so each $|\nabla f_M|^2$ averages to $1/(2L+1)$ of (12). Otherwise the shares can differ. By (5) and (9), $\langle|\nabla f_M|^2\rangle$ fixes the mean of the strengths for $M$ and $-M$, which are equal for a real wavefunction but need not be for a complex one. For $L=2$, $M=0$,

$$f_0=\sqrt{\frac{5}{16\pi}}\,(2z^2-x^2-y^2),\qquad |\nabla f_0|^2=\frac{5}{4\pi}(r^2+3z^2).\tag{14}$$

One fifth of (12) is $(5/4\pi)\,2r^2$. The ratio of the $M=0$ strength to an equal share is thus $(1+3\langle z^2\rangle/\langle r^2\rangle)/2$. It is 1 for an s density. For a $p_z$ density $\langle z^2\rangle=\tfrac35\langle r^2\rangle$, and the ratio is 1.4.

**Excited initial states.** The derivation did not assume that $|0\rangle$ is the ground state. For an excited state, transitions to lower levels enter with a negative sign.

**Nonlocal potentials.** If $H$ contains an operator $W$ that does not commute with $F$, then for Hermitian $F$ the sum acquires the extra term

$$\tfrac12\langle[F,[W,F]]\rangle=\langle FWF\rangle-\tfrac12\langle F^2W+WF^2\rangle .\tag{15}$$

A small model shows the last two points. Two particles move in a one-dimensional harmonic trap, with $\hbar=m=\omega=1$ and the repulsion $e^{-(x_1-x_2)^2/8}$. For $F=x_1^2+x_2^2$, equations (5) and (9) predict the energy-weighted sum $\tfrac12\langle 4x_1^2+4x_2^2\rangle=2\langle F\rangle$. Diagonalization with 30 oscillator functions per particle gives 2.2288 for both sides in the ground state. For the excited state that $F$ couples most strongly to the ground state, both sides are 6.5478, of which downward transitions contribute $-1.2259$. Now let $W$ be 0.5 times the projector on the lowest oscillator function, added for each particle. In the new ground state the sum is 1.8222, while $2\langle F\rangle=2.3895$. The difference $-0.5673$ is the term (15), and the local rule overestimates the sum. The sign depends on $W$: with $-0.5$ in place of $0.5$ the sum is 2.7072, while $2\langle F\rangle=2.1695$.

## Hydrogen: reduction to radial integrals

Let $|0\rangle$ be the 1s state of hydrogen with a fixed nucleus. From here on lengths are in $a_0$ and energies in $E_h=\hbar^2/(ma_0^2)$, so that $R_{1s}=2e^{-r}$ and $\psi_{1s}=R_{1s}/\sqrt{4\pi}$. The angular integral selects final states with orbital quantum number $L$ and projection $M$, and leaves

$$\langle nLM|f_M|1s\rangle=\frac{D_n}{\sqrt{4\pi}},\qquad D_n=\int_0^\infty R_{nL}\,r^L\,R_{1s}\,r^2\,dr .\tag{16}$$

The $2L+1$ components contribute equally. Hence $S_L=\frac{2L+1}{4\pi}\sum_n\Delta E_nD_n^2$, with $\Delta E_n=E_n-E_{1s}$, and (1) becomes

$$\sum_n\Delta E_n\,D_n^2=\frac{L(2L+1)}{2}\,\langle r^{2L-2}\rangle .\tag{17}$$

The left side can be found without the sum rule. The radial functions regular at the origin, bound or free, have the common form

$$R=A\,r^Le^{-\kappa r}M(a,c,2\kappa r),\qquad a=L+1-\frac1\kappa,\quad c=2L+2,\tag{18}$$

where $M(a,c,x)$ is Kummer's function and the energy is $-\kappa^2/2$. Bound states have $\kappa=1/n$. Continuum states of energy $k^2/2$ have $\kappa=ik$.

*Normalization.* For bound states, the value at the origin of the Laguerre polynomial in the normalized function gives

$$A_n^2=\frac{2^{2L+2}}{n^3\,[(2L+1)!]^2}\prod_{s=1}^L\Big(1-\frac{s^2}{n^2}\Big).\tag{19}$$

Continuum states are normalized per unit energy, which requires $R\to\sqrt{2/\pi k}\,\sin(kr+\dots)/r$ at large $r$. The asymptotic form of Kummer's function gives (18) the amplitude $2A(2L+1)!\,e^{-\pi/2k}r^L/[\,|\Gamma(L+1+i/k)|(2kr)^{L+1}]$. Equating the amplitudes and using $|\Gamma(L+1+i/k)|^2=\frac{\pi/k}{\sinh(\pi/k)}\prod_s(s^2+k^{-2})$, we obtain

$$A_E^2=\frac{2^{2L+2}}{[(2L+1)!]^2}\,\frac{\prod_{s=1}^L(1+s^2k^2)}{1-e^{-2\pi/k}} .\tag{20}$$

*The integral.* Integrating the power series of $M$ term by term gives

$$D=2A\int_0^\infty r^{2L+2}e^{-(1+\kappa)r}M(a,c,2\kappa r)\,dr=\frac{2A\,(2L+2)!}{(1+\kappa)^{2L+3}}\;{}_2F_1(a,c+1;c;z),\quad z=\frac{2\kappa}{1+\kappa}.\tag{21}$$

Where the series does not converge, the result holds by analytic continuation in $k$. Because $(c+1)_j/(c)_j=1+j/c$, the hypergeometric series is elementary:

$${}_2F_1(a,c+1;c;z)=(1-z)^{-a}\Big[1+\frac{az}{c(1-z)}\Big].\tag{22}$$

With $z/(1-z)=2\kappa/(1-\kappa)$ and $a\kappa=(L+1)\kappa-1$, the bracket is

$$1+\frac{(L+1)\kappa-1}{(L+1)(1-\kappa)}=\frac{L}{(L+1)(1-\kappa)} .\tag{23}$$

Also $(1-z)^{-a}=[(1+\kappa)/(1-\kappa)]^{L+1-1/\kappa}$. Collecting powers of $1\pm\kappa$,

$$D=\frac{2A\,(2L+2)!\,L}{L+1}\,(1-\kappa^2)^{-(L+2)}\Big(\frac{1-\kappa}{1+\kappa}\Big)^{1/\kappa}.\tag{24}$$

Squaring this with (19) and (20) gives, for $L=2$,

$$D_n^2=\frac{4096}{n^3}\,\frac{1-4/n^2}{(1-1/n^2)^7}\Big(\frac{n-1}{n+1}\Big)^{2n},\qquad D_E^2=\frac{4096\,(1+4k^2)}{(1+k^2)^7}\,\frac{e^{-(4/k)\arctan k}}{1-e^{-2\pi/k}} .\tag{25}$$

As $n\to\infty$ and $k\to0$, both $n^3D_n^2$ and $D_E^2$ tend to $4096\,e^{-4}\approx75.02$. The discrete strength per unit energy joins the continuum smoothly, since neighbouring levels are about $n^{-3}$ apart.

## The quadrupole sum in numbers

The first lines, with $\Delta E_n=\frac12-\frac1{2n^2}$, are:

| $n$ | $\Delta E_n$ ($E_h$) | $D_n^2$ ($a_0^4$) | $\Delta E_nD_n^2$ ($E_ha_0^4$) |
|---|---|---|---|
| 3 | 0.4444 | 3.0034 | 1.3348 |
| 4 | 0.4688 | 1.2666 | 0.5937 |
| 5 | 0.4800 | 0.6352 | 0.3049 |
| 6 | 0.4861 | 0.3621 | 0.1760 |

The discrete series was summed to $n=150$ and completed with a tail proportional to $n^{-3}$. The continuum integral, with $dE=k\,dk$ and $\Delta E=(1+k^2)/2$, was done by adaptive quadrature. The result is

$$\sum\Delta E\,D^2=2.8538+12.1462=15.0000\;E_ha_0^4 .\tag{26}$$

For the right side of (17) we need the 1s moments

$$\langle r^p\rangle=4\int_0^\infty r^{p+2}e^{-2r}dr=\frac{(p+2)!}{2^{p+1}} ,\tag{27}$$

which give $\langle r^2\rangle=3$. The prediction is $\frac{2\cdot5}{2}\cdot3=15$, in agreement with (26). Restoring the angular factor and the constants,

$$S_2=\frac{5}{4\pi}\,15\,E_ha_0^4=\frac{75\,\hbar^2a_0^2}{4\pi m}=5.968\,E_ha_0^4=2.0404\times10^{-58}\ \mathrm{J\,m^4}.\tag{28}$$

The continuum supplies 81.0% of the weighted sum, so the discrete lines alone would fall far short of the rule. Without the energy weight the two parts are 6.1665 and 16.3335 $a_0^4$, a continuum share of 72.6%. The weighting raises this share because every discrete gap lies below $\frac12E_h$ and every continuum gap above it.

The same summation gives $0.3581\,E_ha_0^2$ for $L=1$ and $131.60\,E_ha_0^6$ for $L=3$. These are the values of (1) with $\langle r^0\rangle=1$ and $\langle r^4\rangle=22.5\,a_0^4$.

## A bound on the lowest excitation

For 1s, closure gives the unweighted sum $\sum_nD_n^2=\langle r^{2L}\rangle$, because $r^LR_{1s}$ is expanded in the complete set of radial functions of angular momentum $L$. The ratio of the two sums is a mean excitation energy. By (17) and (27),

$$\overline{\Delta E}=\frac{L(2L+1)}{2}\,\frac{\langle r^{2L-2}\rangle}{\langle r^{2L}\rangle}=\frac{L(2L+1)}{2}\,\frac{4}{(2L+2)(2L+1)}=\frac{L}{L+1}\;E_h .\tag{29}$$

A mean with positive weights cannot lie below the smallest value averaged. Thus $\overline{\Delta E}$ is an upper bound on the lowest excitation that the operator can reach, obtained here from ground-state moments alone. For several electrons the unweighted sum is $\langle Q_M^\dagger Q_M\rangle-|\langle Q_M\rangle|^2$, which contains pair terms, so moments of the one-electron density no longer suffice. For $L=2$ it is $15/22.5=0.6667\,E_h$, or 18.14 eV, while the 1s→3d gap is $0.4444\,E_h$.

In general the lowest gap is $\frac12-\frac1{2(L+1)^2}=\frac{L(L+2)}{2(L+1)^2}$, and the bound exceeds it by the factor $2(L+1)/(L+2)$. This factor is $4/3$ for $L=1$ and $3/2$ for $L=2$, and it approaches 2 for large $L$. The bound is loose because much of the strength lies in the continuum. For $L\ge2$ the mean itself lies above the ionization threshold of $\frac12E_h$.

All numerical values are calculated from the stated model.
